# Diffusion Activation Energy from the Low-Field Mobility of Copper Ions

## Problem

Singly charged copper ions, $q=+e$, drift through a porous organosilicate low-k film. In a one-dimensional model, an ion hops between sites a distance $a$ apart. With no field it hops in each direction at the rate

$$
\Gamma=\nu\,e^{-E_a/k_BT},
$$

where $\nu$ and $E_a$ do not depend on temperature. The ions are dilute, so they do not block or repel one another. A field $E$ lowers each forward barrier by $qaE/2$ and raises each backward barrier by the same amount.

The parameters are round values: $E_a=0.80$ eV, $a=0.5$ nm, $\nu=10^{12}\ \mathrm{s^{-1}}$. The film is 100 nm thick, has relative permittivity 2.7, and carries a field of 0.1 MV/cm. In the low-field limit the model gives these mobilities:

| $T$ (K) | $\mu$ (cm²/Vs) |
|---|---|
| 360 | $5.0905\times10^{-13}$ |
| 380 | $1.8738\times10^{-12}$ |
| 400 | $6.0388\times10^{-12}$ |
| 420 | $1.7368\times10^{-11}$ |
| 440 | $4.5277\times10^{-11}$ |

1. Derive the diffusion coefficient $D$ and the low-field mobility $\mu$.
2. What activation energy does a plot of $\ln\mu$ against $1/T$ give, and what does a plot of $\ln(\mu T)$ give? Which parts of the answer depend on the hopping model?
3. Fit the data both ways and explain the difference between the two energies.
4. What diffusion prefactor follows from the $\ln\mu$ fit? What happens if its energy is used to carry $D$ from 400 K to 300 K?
5. How do a stronger field, a temperature-dependent attempt rate, disorder and measurement errors affect the conclusion?

## Solution

### 1. Diffusion and mobility

Without a field, an ion makes on average $2\Gamma t$ hops in a time $t$. Each hop adds $a^2$ to the mean square displacement. The cross terms average to zero because successive directions are independent. Hence

$$
\langle z^2\rangle=2\Gamma a^2t=2Dt,\qquad D=a^2\Gamma=D_0e^{-E_a/k_BT},\qquad D_0=a^2\nu .
$$

Here $D_0=(0.5\times10^{-7}\ \mathrm{cm})^2(10^{12}\ \mathrm{s^{-1}})=2.5\times10^{-3}$ cm²/s.

With a field, the forward and backward rates are $\Gamma e^{x}$ and $\Gamma e^{-x}$, where $x=qaE/(2k_BT)$. The drift velocity is the hop length times their difference:

$$
v=a\Gamma(e^{x}-e^{-x})=2a\Gamma\sinh x .
$$

At low field, $x\ll1$ and $\sinh x\approx x$, so

$$
v\approx2a\Gamma\,\frac{qaE}{2k_BT},\qquad
\mu=\frac vE=\frac{qa^2\Gamma}{k_BT}=\frac{qD}{k_BT}.
$$

This is the Einstein relation. At 400 K, $k_BT=0.03447$ eV and $D=2.0815\times10^{-13}$ cm²/s. For a singly charged ion $k_BT/q=0.03447$ V, and the quotient is $6.04\times10^{-12}$ cm²/Vs, as in the table.

The relation does not need equal hops. Let dilute ions be in equilibrium in a weak, smooth potential $\phi$, with $E=-d\phi/dz$, where $z$ is the position. Their concentration is $c\propto e^{-q\phi/k_BT}$, so $dc/dz=qEc/(k_BT)$. The total flux vanishes in equilibrium:

$$
0=\mu cE-D\frac{dc}{dz}=cE\left(\mu-\frac{qD}{k_BT}\right).
$$

The bracket must therefore be zero.

### 2. The two activation energies

Let $\beta=1/(k_BT)$, and define the Arrhenius energy of a quantity $Y$ as $-d\ln Y/d\beta$. This is the downward slope of $\ln Y$ plotted against $1/(k_BT)$. The Einstein relation reads $\mu=qD\beta$, so, apart from constants that fix the units,

$$
\ln\mu=\ln q+\ln D+\ln\beta .
$$

Differentiating and changing the sign gives

$$
E_\mu=E_D-\frac1\beta=E_D-k_BT .
$$

The product $\mu T=(q/k_B)D$ differs from $D$ by a constant factor, so its Arrhenius energy is $E_D$.

These two results rest on the Einstein relation, not on the form of $D(T)$. The hopping model adds the value of $E_D$: since $\ln D=\ln D_0-E_a\beta$ with constant $D_0$, $E_D=E_a$. The mobility plot then has the local energy $E_a-k_BT$, which at 400 K is $0.8000-0.0345=0.7655$ eV.

The deficit comes from the factor $1/T$ in the mobility. As the film warms, hopping becomes faster, but a given field biases the hops less strongly against thermal agitation. The mobility therefore rises less steeply than the diffusion coefficient.

### 3. Fitting the data

The logarithms below refer to $\mu$ in cm²/Vs and $\mu T$ in cm² K/Vs.

| $T$ (K) | $\beta$ (1/eV) | $\ln\mu$ | $\ln(\mu T)$ |
|---|---|---|---|
| 360 | 32.2348 | −28.3062 | −22.4201 |
| 380 | 30.5382 | −27.0031 | −21.0629 |
| 400 | 29.0113 | −25.8328 | −19.8414 |
| 420 | 27.6298 | −24.7764 | −18.7362 |
| 440 | 26.3739 | −23.8182 | −17.7314 |

The mean of $\beta$ is $\bar\beta=29.158$ eV⁻¹. With $\delta_i=\beta_i-\bar\beta$, the least-squares slope of $y$ is $\sum\delta_iy_i/\sum\delta_i^2$. The sums are $\sum\delta_i^2=21.480$, $\sum\delta_i\ln\mu_i=-16.449$ and $\sum\delta_i\ln(\mu_iT_i)=-17.184$, in the corresponding powers of eV⁻¹. Thus

$$
E_\mu=\frac{16.449}{21.480}=0.7658\ \mathrm{eV},\qquad
E_{\mu T}=\frac{17.184}{21.480}=0.8000\ \mathrm{eV}.
$$

The difference is 0.0342 eV, or 4.3% of $E_a$.

A single line cannot have the deficit $k_BT$ at all five temperatures, so the fit must average it. Since $\ln\mu$ and $\ln(\mu T)$ differ by $\ln\beta$ and a constant, the difference of the fitted energies is the fitted slope of $\ln\beta$:

$$
s=\frac{\sum\delta_i\ln\beta_i}{\sum\delta_i^2}
=\frac{\sum\delta_i^2\left[\dfrac{\ln\beta_i-\ln\bar\beta}{\beta_i-\bar\beta}\right]}{\sum\delta_i^2}.
$$

Subtracting $\ln\bar\beta$ changes nothing because $\sum\delta_i=0$. By the mean value theorem, each square bracket equals $1/\beta$ at some point between $\beta_i$ and $\bar\beta$. The deficit is therefore a weighted average of $k_BT$ values inside the measured window.

To leading order in the width of the window, $\ln\beta_i\approx\ln\bar\beta+\delta_i/\bar\beta$. This gives $s\approx1/\bar\beta=k_BT_h$, where $T_h$ is the harmonic mean temperature. Here $T_h=398.0$ K and $k_BT_h=0.0343$ eV. The fitted deficit, 0.0342 eV, corresponds to 397.0 K.

### 4. Prefactor and extrapolation

Insert the same expansion of $\ln\beta$ into $\ln\mu$:

$$
\ln\mu\approx\ln(qD_0)+\ln\bar\beta+\frac{\beta-\bar\beta}{\bar\beta}-E_a\beta
=\left[\ln(qD_0\bar\beta)-1\right]-\left(E_a-\frac1{\bar\beta}\right)\beta .
$$

The intercept corresponds to a mobility prefactor $qD_0\bar\beta\,e^{-1}$. Converting it to a diffusion prefactor with the Einstein relation at $T_h$ means dividing by $q\bar\beta$, which leaves $D_0e^{-1}$. The fit gives $9.20\times10^{-4}$ cm²/s instead of $2.50\times10^{-3}$ cm²/s, a ratio of 0.368. The prefactor is too small by nearly a factor of 2.72, although the energy is off by only 4.3%.

Now take the correct $D$ at $T_0=400$ K and carry it to $T_1=300$ K with the energy $E_\mu$. The result is too large by the factor

$$
\frac{D_\text{wrong}(T_1)}{D(T_1)}=e^{(E_a-E_\mu)(\beta_1-\beta_0)}
\approx e^{k_BT_0(\beta_1-\beta_0)}=e^{T_0/T_1-1}.
$$

For these temperatures the last expression is $e^{1/3}=1.40$. With the fitted deficit, the exponent is $0.03421\times9.670=0.331$ and the factor is 1.39. The inferred value is $1.27\times10^{-16}$ cm²/s, against the model's $9.09\times10^{-17}$ cm²/s.

Extrapolating the mobility line as a mobility is much less harmful. The linearized $\ln\mu$ exceeds the true one by $r-1-\ln r$, with $r=\beta_1/\bar\beta=T_h/T_1=1.327$. The predicted ratio is $e^{r-1}/r=1.045$, and the fitted line gives 1.042. The larger error thus comes from using a mobility energy as a diffusion energy.

### 5. Limits and other effects

**Stronger field.** At fixed $E$, $\ln v=\ln(2a\nu)-E_a\beta+\ln\sinh(qaE\beta/2)$. Its Arrhenius energy is

$$
E_v=E_a-\frac{qaE}{2}\coth x=E_a-k_BT\,x\coth x .
$$

For small $x$, $x\coth x\approx1+x^2/3$, which recovers the deficit $k_BT$. For large $x$, $\coth x\to1$ and $E_v\to E_a-qaE/2$, the barrier lowered by the field.

Multiplying $v/E$ by $T$ removes $k_BT$ but leaves a deficit $k_BT(x\coth x-1)$. At 0.1 MV/cm and 400 K, $x=0.0025/0.03447=0.0725$, and this remainder is $6\times10^{-5}$ eV. At 1 MV/cm it is 0.006 eV. The output also lists 0.014 eV for a field larger by the Lorentz factor $(2.7+2)/3=1.57$. That factor does not belong in $x$ here: in a uniform macroscopic field $E$, the work done on an ion between equivalent sites is $qaE$, and a larger value would violate the Einstein relation.

**Attempt rate proportional to $T$.** Replace $\nu$ by $k_BT/h=1/(h\beta)$ and call the constant barrier $H$. Then $\ln D=\text{const}-\ln\beta-H\beta$, so $E_D=H+k_BT$ and $E_\mu=H$. With $H=0.80$ eV, the fits over the same window give 0.8342 eV for $D$ and 0.8000 eV for $\mu$. The mobility plot still underestimates the diffusion activation energy by about $k_BT$, but it now returns the barrier itself. The factor $T$ is needed to find $E_D$. Whether $E_D$ equals the barrier depends on the prefactor.

**Disorder.** One sample ring of 10 sites was given random well and barrier energies, each with a spread of 0.05 eV. At 400 K it has $E_D=0.921$ eV and $E_\mu=0.886$ eV. Both are far from the nominal 0.80 eV, yet their difference, 0.0345 eV, is still $k_BT$. Another sample would have other energies: rings of 10 sites shift $E_D$ by $0.10\pm0.04$ eV, and a very long chain with independent Gaussian energies of spread $\sigma$ shifts it by $2\sigma^2/k_BT=0.145$ eV. The difference $k_BT$ holds in the limit of vanishing field. The finite-field formula above belongs to the uniform chain. For this sample ring the deficit beyond $k_BT$ is $+0.006$ or $-0.005$ eV at 0.1 MV/cm, and 0.018 or 0.010 eV at 1 MV/cm, depending on the direction of the field.

**Measurement errors.** Independent scatter of 0.10 in $\ln\mu$ gives each fitted energy a standard error of $0.10/\sqrt{21.48}=0.022$ eV, comparable with the deficit. It does not affect the difference between the two fits to the same data, because $s$ depends on the temperatures alone. A thermometer reading 2 K too high raises the energy from $\ln(\mu T)$ by 0.008 eV.

**Space charge.** A uniform ion density $N=10^{15}$ cm⁻³ in a film of thickness $L$ changes the field at its edges by $qNL/(2\varepsilon)=0.0034$ MV/cm, where $\varepsilon$ is the film's permittivity. This is 3.4% of the applied field. If it changed the inferred mobility by that fraction at one end of the window only, the slope between the end points would shift by about 0.006 eV. This is a generous upper estimate: at fixed voltage a uniform charge leaves the mean field unchanged, and the transit time across the film grows by only 0.04%.

**The real case.** The thickness and the permittivity are illustrative values; the permittivity falls as the porosity rises. The barrier is a rough choice, since copper drift depends strongly on the material and its processing. A bias-temperature stress test can also use a field of 1 MV/cm, ten times that of the example. At 1 MV/cm and 400 K the uniform model's total deficit grows from 0.034 to about 0.040 eV. Real films are also disordered, which in the sample above moved $E_D$ by 0.12 eV. Finally, the ion drift current at a given field is proportional to ion density times mobility. If a thermally activated supply from the copper electrode sets the density, the supply energy enters the slope as well, and multiplying by $T$ does not remove it. This contribution fades when the supply is so plentiful that the ions' own space charge limits the current, because the applied voltage then sets the density.

The remaining computed values are in the numerical output.

## Computed results

```
barrier Ea = 0.80 eV, hop length = 0.5 nm
attempt rate = 1.0e+12 1/s, D0 = 2.50e-03 cm2/s
field = 0.1 MV/cm, thickness = 100 nm
relative permittivity = 2.7
k_B = 8.617333e-05 eV/K, k_B T at 400 K = 0.03447 eV
T (K), 1/(k_B T) (1/eV), D (cm2/s), mu (cm2/Vs), mu*T (cm2 K/Vs)
  360  32.2348  1.5792e-14  5.0905e-13  1.8326e-10
  380  30.5382  6.1359e-14  1.8738e-12  7.1205e-10
  400  29.0113  2.0815e-13  6.0388e-12  2.4155e-09
  420  27.6298  6.2858e-13  1.7368e-11  7.2944e-09
  440  26.3739  1.7167e-12  4.5277e-11  1.9922e-08
T (K), ln[mu/(cm2/Vs)], ln[mu*T/(cm2 K/Vs)]
  360  -28.3062  -22.4201
  380  -27.0031  -21.0629
  400  -25.8328  -19.8414
  420  -24.7764  -18.7362
  440  -23.8182  -17.7314
energy from ln(mu) fit = 0.7658 eV
energy from ln(mu*T) fit = 0.8000 eV
deficit = 0.03421 eV, T_eff = 397.0 K
harmonic mean T = 398.0 K, k_B T_h = 0.03430 eV
local mobility energy at 400 K = 0.76553 eV
D0 from mobility fit = 9.196e-04 cm2/s
  ratio to true D0 = 0.3678, 1/e = 0.3679
D(300 K) true = 9.089e-17 cm2/s
D(300 K) with mobility energy = 1.265e-16 cm2/s
  overestimate factor = 1.392
mobility line at 300 K / true mobility = 1.042
transit time L/(mu E) at 360 K = 196 s
transit time L/(mu E) at 440 K = 2.2 s
disorder spread = 0.05 eV, one sample ring of 10 sites, 400 K:
  E_D = 0.9209 eV, E_mu = 0.8863 eV
  difference = 0.03452 eV
  mu k_B T/(q D) = 1.00031
attempt rate k_B T/h: E_D = 0.8342, E_mu = 0.8000 eV
x = q a E/(2 k_B T) at 0.1 MV/cm, 400 K = 0.0725
extra deficit at 0.1 MV/cm = 6.04e-05 eV
extra deficit at 1 MV/cm = 0.0058 eV
Lorentz local-field factor = 1.567
  extra deficit, 1 MV/cm = 0.0137 eV
ion density = 1e+15 1/cm3
  edge field change = 0.00335 MV/cm
  energy error, one end of window only = 0.0056 eV
thermometer 2 K high: energy error = +0.0079 eV
scatter 0.10 in ln(mu): standard error = 0.0216 eV
  same from simulated data = 0.0215 eV
```
